# Contraction coefficients and normalized primitives: the STO-3G hydrogen atom

## The argument under comment

The argument concerns the hydrogen atom in the STO-3G basis. It takes three exponents $a_i$ and three coefficients $d_i$ from the table and writes the orbital as

$$\phi(\mathbf r)=\sum_{i=1}^{3} d_i\,e^{-a_i r^2}. \tag{1}$$

It then makes three claims.

1. The table lists one coefficient per exponential, so equation (1) is what the table means.
2. If a normalization factor has been overlooked, dividing the energy by the self-overlap of $\phi$ repairs the omission.
3. The resulting energy, $-0.4796$ hartree, lies below the value $-0.4666$ hartree quoted for this basis. By the variational principle the lower value is the better one, which confirms equation (1).

The integrals behind the number are correct. The first claim misreads the table, the second is false for more than one distinct exponent, and the third draws from the variational principle something it does not say. I take the claims in turn, for a nonrelativistic electron and a fixed point nucleus, in hartree atomic units, with real coefficients.

## Claim 1: what the coefficients multiply

A contraction is a fixed sum of Gaussian functions, called primitives. By the usual convention the tabulated coefficients refer to primitives that are each normalized to one. For s functions the intended orbital is

$$\phi(\mathbf r)=\sum_i d_i N_i\,e^{-a_i r^2},\qquad \int \left(N_i e^{-a_i r^2}\right)^2 d^3r=1. \tag{2}$$

To find $N_i$ we need the Gaussian integral in three dimensions. The square of the one-dimensional integral, taken in plane polar coordinates, is

$$\left(\int_{-\infty}^{\infty}e^{-px^2}dx\right)^2=2\pi\int_0^\infty e^{-p\rho^2}\rho\,d\rho=\frac{\pi}{p}.$$

The one-dimensional integral is therefore $(\pi/p)^{1/2}$. Since $e^{-pr^2}$ is a product of three such factors,

$$\int e^{-pr^2}d^3r=\left(\frac{\pi}{p}\right)^{3/2}. \tag{3}$$

Squaring a primitive doubles its exponent, so $p=2a_i$ and

$$N_i^2\left(\frac{\pi}{2a_i}\right)^{3/2}=1\quad\Longrightarrow\quad N_i=\left(\frac{2a_i}{\pi}\right)^{3/4}. \tag{4}$$

The coefficients of the bare exponentials are thus $c_i=d_iN_i$, whereas the argument uses $c_i=d_i$. For the first primitive, $N_1=(2\times3.42525/\pi)^{3/4}=1.7944$ and $c_1=0.15433\times1.7944=0.2769$, both in bohr$^{-3/2}$. All three are:

| $a_i$ (bohr$^{-2}$) | $d_i$ | $N_i$ (bohr$^{-3/2}$) | $d_iN_i$ (bohr$^{-3/2}$) |
|---|---|---|---|
| 3.42525 | 0.15433 | 1.7944 | 0.2769 |
| 0.62391 | 0.53533 | 0.5003 | 0.2678 |
| 0.16886 | 0.44463 | 0.1877 | 0.0835 |

The most diffuse primitive has a large tabulated coefficient but a small bare one. The two columns do not even rank the primitives in the same order: $d_i$ is largest for the second primitive and smallest for the first, while $d_iN_i$ is largest for the first and smallest for the third.

A convention cannot be proved from the mathematics of Gaussians, but here it can be checked. With $p=a_i+a_j$, equation (3) gives the overlap of two bare exponentials, and the self-overlap of the contraction is

$$S=\sum_{ij}c_ic_js_{ij},\qquad s_{ij}=\left(\frac{\pi}{a_i+a_j}\right)^{3/2}. \tag{5}$$

Consider first the intended reading. Each normalized primitive has unit self-overlap, so the diagonal terms contribute

$$0.15433^2+0.53533^2+0.44463^2=0.5081.$$

The primitives are not orthogonal, and the cross terms supply the rest: the full sum is $S=1.0000000$ with the eight-decimal values of the table, which are used for all energies below, and $S=1.000002$ with the five-decimal values shown above. The squares of the coefficients need not add up to one.

Under equation (1) the same sum is $S=10.742$ bohr$^3$. The table thus describes a normalized orbital under one reading and not under the other. This settles the matter for the present set. It would not settle it for a table whose contractions are not normalized to one, and there the stated convention of the table has to be consulted.

## Claim 2: why renormalization does not repair the sum

Dividing $\phi$ by $\sqrt S$ multiplies all its coefficients by a common number. To turn the set $d_i$ into the set $d_iN_i$, each coefficient must be multiplied by its own $N_i$. A common factor $\lambda$ can do this only if $N_i=\lambda$ for every primitive with $d_i\neq0$. By equation (4), that requires equal exponents.

One might ask whether different coefficients could still produce the same function. They cannot when the exponents are distinct. Suppose that $\sum_i b_ie^{-a_ir^2}=0$ for all $r$. Multiply by $e^{a_{\min}r^2}$, where $a_{\min}$ is the smallest exponent, and let $r\to\infty$. Every other term vanishes, so the coefficient belonging to $a_{\min}$ is zero. Repeating the step removes the remaining coefficients one by one. The Gaussians are linearly independent, and the two readings give different shapes.

The change of shape is easiest to see in normalized primitives. A bare exponential is $1/N_i$ times its normalized form, so equation (1) assigns to normalized primitive $i$ the weight $d_i/N_i$. Relative to primitive $j$, the weight of primitive $i$ has been multiplied by

$$\frac{N_j}{N_i}=\left(\frac{a_j}{a_i}\right)^{3/4}. \tag{6}$$

This is less than one when $i$ is the tighter function. Between the tightest and the most diffuse primitive, $N_1/N_3=9.558$, so the tight one loses a factor of almost ten.

The weights $d_i/N_i$ are $0.0860$, $1.0700$ and $2.3684$. Dividing them by $\sqrt{10.742}=3.2775$ renormalizes the function and leaves

$$0.0262,\qquad 0.3265,\qquad 0.7226,$$

to be compared with the tabulated $0.1543$, $0.5353$ and $0.4446$. The renormalized orbital is a legitimate orbital, but it is more diffuse than the one in the table.

There are two situations in which the claim would hold. With a single primitive there is no relative weight to spoil, and renormalization removes the error completely. If the primitives are left uncontracted and their coefficients are optimized, the factors $N_i$ merely rescale the unknowns; the space of trial functions, and hence the minimum energy, is unchanged. A contraction with fixed coefficients has neither protection.

For primitives of angular momentum $l$, with radial part $r^le^{-ar^2}$, the norm integral contains $\int_0^\infty r^{2l+2}e^{-2ar^2}dr$. Substituting $r=x/\sqrt a$ shows that it is proportional to $a^{-(2l+3)/2}$, so $N\propto a^{(2l+3)/4}$. The distortion for a given ratio of exponents therefore grows with $l$.

## The energy under each reading

The Hamiltonian is $H=-\tfrac12\nabla^2-1/r$. For the kinetic energy we integrate by parts. The surface term vanishes because Gaussians decay rapidly, and $\nabla e^{-ar^2}=-2a\mathbf r\,e^{-ar^2}$, so

$$t_{ij}=\frac12\int\nabla e^{-a_ir^2}\cdot\nabla e^{-a_jr^2}\,d^3r=2a_ia_j\int r^2e^{-pr^2}d^3r.$$

Differentiating equation (3) with respect to $p$ and changing the sign gives

$$\int r^2e^{-pr^2}d^3r=\frac{3}{2p}\left(\frac{\pi}{p}\right)^{3/2},$$

and therefore

$$t_{ij}=\frac{3a_ia_j}{p}\,s_{ij}. \tag{7}$$

For the attraction to the nucleus, the volume element $4\pi r^2dr$ cancels one power of $r$:

$$v_{ij}=-4\pi\int_0^\infty r\,e^{-pr^2}dr=-\frac{2\pi}{p}. \tag{8}$$

The expectation values and the energy are

$$T=\frac{1}{S}\sum_{ij}c_ic_jt_{ij},\qquad V=\frac{1}{S}\sum_{ij}c_ic_jv_{ij},\qquad E=T+V. \tag{9}$$

With $c_i=d_iN_i$,

$$E=0.760032-1.226614=-0.466582\ \text{hartree},$$

which is the value quoted for the basis. With $c_i=d_i$,

$$E=0.396596-0.876220=-0.479624\ \text{hartree}.$$

The last digit reflects the rounding of the two terms; the unrounded sum is $-0.479623$ hartree. The misreading changes the energy by $-0.013041$ hartree, or $-0.355$ eV. An accompanying numerical check confirms these energies by radial quadrature and by separate integrals from PySCF.

The denominator $S$ matters here. A program that expects a normalized contraction may omit it, which is harmless for the intended reading because $S=1$. With equation (1) the omission would give

$$10.742\times(-0.479623)=-5.152.$$

This number is not an energy. The bare coefficients $d_i$ are dimensionless, so the undivided sum carries the unit hartree bohr$^3$. Its position below the ground-state energy is no violation of the variational principle, which applies to the quotient. The argument under comment does divide by $S$, and so its error is less conspicuous.

## Claim 3: what a lower energy proves

The variational principle for this atom can be derived in a few lines. For a real normalized function $\phi$, let $\hat{\mathbf r}$ be the radial unit vector and expand a square that cannot be negative:

$$0\le\int|\nabla\phi+\hat{\mathbf r}\phi|^2d^3r=\int|\nabla\phi|^2d^3r+\int\phi^2d^3r+2\int\phi\,\frac{\partial\phi}{\partial r}\,d^3r.$$

The first term is $2T$ and the second is $1$. In the third, $2\phi\,\partial\phi/\partial r=\partial(\phi^2)/\partial r$. Integrating by parts over $r$, with the factor $r^2$ from the volume element, gives

$$\int d\Omega\int_0^\infty r^2\frac{\partial\phi^2}{\partial r}dr=-2\int d\Omega\int_0^\infty r\,\phi^2dr=-2\int\frac{\phi^2}{r}d^3r=2V.$$

Hence $0\le2T+1+2V$, or

$$E=T+V\ge-\tfrac12. \tag{10}$$

Equality requires $\nabla\phi=-\hat{\mathbf r}\phi$, whose solution is $\phi\propto e^{-r}$, the exact ground state.

Both energies found above satisfy equation (10). Both orbitals are admissible trial functions, and the misread one has the better energy for the free atom. What does not follow is that it is the orbital in the table. The inequality ranks trial functions by energy; it has no knowledge of which function a table was meant to specify. The value $-0.4796$ hartree is a valid upper bound to the hydrogen energy, but it is not the STO-3G energy.

It remains to explain why a misreading should lower the energy. The energy of a trial function depends on its shape and on its overall size, and the two can be separated. Replace $\phi(\mathbf r)$ by $\phi(\eta\mathbf r)$ with $\eta>0$; values $\eta>1$ compress the orbital. Substituting $\mathbf r'=\eta\mathbf r$ multiplies every volume integral by $\eta^{-3}$, including the norm, so this factor cancels in the quotient. The two gradients in the kinetic energy contribute $\eta^2$, and $1/r=\eta/r'$ contributes $\eta$. Thus

$$E(\eta)=\eta^2T+\eta V. \tag{11}$$

Setting the derivative $2\eta T+V$ to zero gives the best scale,

$$\eta_0=-\frac{V}{2T}, \tag{12}$$

which is a minimum because the second derivative, $2T$, is positive. Inserting it,

$$E_0=\frac{V^2}{4T}-\frac{V^2}{2T}=-\frac{V^2}{4T}. \tag{13}$$

For the intended orbital,

$$\eta_0=\frac{1.226614}{2\times0.760032}=0.8069,\qquad E_0=-\frac{1.226614^2}{4\times0.760032}=-0.494907\ \text{hartree}.$$

For the misread orbital,

$$\eta_0=\frac{0.876220}{2\times0.396596}=1.1047,\qquad E_0=-\frac{0.876220^2}{4\times0.396596}=-0.483969\ \text{hartree}.$$

The order of the energies has reversed. The tabulated orbital is too compact for the free atom and wants to expand; the misread one is slightly too diffuse and wants to contract. Once each has its best size, the intended shape is better by $0.0109$ hartree.

The distance of each original energy from the exact $-0.5$ hartree can now be divided into two parts. The shape part, $E_0+0.5$, remains at the best size. The size part, $E-E_0$, is what scaling removes. In hartree:

| Reading | Shape part | Size part | Total |
|---|---|---|---|
| Intended | 0.0051 | 0.0283 | 0.0334 |
| Misread | 0.0160 | 0.0043 | 0.0204 |

The entries are rounded separately. The misreading costs about $0.011$ hartree in shape and gains about $0.024$ hartree in size. The gain exceeds the loss, and the energy falls. This cancellation depends on the tabulated orbital being too compact for the free atom; it is not a merit of equation (1). If both orbitals are first expanded by $\eta=1/1.24$, close to the best size of the intended one, equation (11) gives $-0.4949$ hartree for the intended orbital and $-0.4487$ hartree for the misread one, and the misreading raises the energy.

The compactness of the tabulated orbital can be identified more closely by comparison with a normalized Slater function,

$$\chi_\zeta(r)=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r}.$$

The overlap of the intended orbital with $\chi_\zeta$ is largest at $\zeta=1.2400$ bohr$^{-1}$, where it reaches $0.999835$. The orbital is thus a close imitation of a Slater function that is more compact than the exact ground state, for which $\zeta=1$. The misread orbital has its largest overlap, $0.995730$, at $\zeta=0.9580$ bohr$^{-1}$. Its size is nearer to that of the free atom, but its best match to a Slater function is poorer than the best match of the intended orbital.

The energy of the Slater function itself shows that the compactness, rather than the use of three Gaussians, accounts for most of the error in $-0.4666$ hartree. For $\zeta=1$ we have $|\nabla\chi|^2=\chi^2$, so $T=\tfrac12$; since $E=-\tfrac12$, it follows that $V=-1$. Equation (11) with $\eta=\zeta$ then gives

$$E(\zeta)=\frac{\zeta^2}{2}-\zeta,\qquad E(1.24)=0.7688-1.24=-0.4712\ \text{hartree}.$$

Even a perfect imitation of this Slater function would lie $0.0288$ hartree above the exact energy.

The mean distance from the nucleus tells the same story. For two bare exponentials the required integral is

$$\int r\,e^{-pr^2}d^3r=4\pi\int_0^\infty r^3e^{-pr^2}dr=\frac{2\pi}{p^2}, \tag{14}$$

where the radial integral follows from $\int_0^\infty re^{-pr^2}dr=1/(2p)$ by differentiation with respect to $p$. Summing as in equation (9) gives $1.210$ bohr for the intended orbital and $1.577$ bohr for the misread one. For a Slater function,

$$\langle r\rangle=\frac{\int_0^\infty r^3e^{-2\zeta r}dr}{\int_0^\infty r^2e^{-2\zeta r}dr}=\frac{6/(2\zeta)^4}{2/(2\zeta)^3}=\frac{3}{2\zeta},$$

which is $1.5$ bohr for the exact ground state. The misread orbital overshoots this value slightly, while the intended one falls well short of it.

## Corrections required

Equation (1) should be replaced by equation (2), and the energy by $-0.4666$ hartree. The value $-0.4796$ hartree may be kept as the energy of a different three-Gaussian trial function, provided it is not labelled STO-3G. The appeal to the variational principle as evidence for a reading of the table should be withdrawn. The self-overlap in equation (5) is the relevant evidence here. It has to be evaluated from the coefficients themselves: a program that rescales each contraction to unit norm, as PySCF does, reports a self-overlap of one whichever set of coefficients is entered.

The correction must also be made in the right place. Some programs, PySCF among them, accept the tabulated $d_i$ and supply $N_i$ themselves. If the products $d_iN_i$ are entered into such a program, the normalization factors act twice and the bare coefficients become $d_iN_i^2$. Now the tight primitives gain weight instead of losing it. The mean radius shrinks to $0.752$ bohr, and after renormalization

$$E=2.143183-2.014095=0.129088\ \text{hartree}.$$

A positive expectation value does not mean that the atom is unbound; it means that this trial function is a poor one. Most of the damage here is a matter of size, since equation (13) gives

$$E_0=-\frac{2.014095^2}{4\times2.143183}=-0.4732\ \text{hartree}$$

for the same shape at its best scale. The two errors move the energy in opposite directions from $-0.4666$ hartree, so the sign of a discrepancy helps to tell them apart in this example. In a program that expects bare coefficients, enter $d_iN_i$; in one that normalizes its primitives, enter $d_i$.

## Computed values

```
STO-3G hydrogen atom; atomic units unless stated
primitive 1: exponent = 3.42525091 bohr^-2
  tabulated d = 0.15432897 (dimensionless)
  norm N = 1.794442 bohr^-3/2
  correct bare coefficient d*N = 0.276934 bohr^-3/2
  slip, as weight of normalized primitive d/N = 0.086004 a.u.
primitive 2: exponent = 0.62391373 bohr^-2
  tabulated d = 0.53532814 (dimensionless)
  norm N = 0.500326 bohr^-3/2
  correct bare coefficient d*N = 0.267839 bohr^-3/2
  slip, as weight of normalized primitive d/N = 1.069958 a.u.
primitive 3: exponent = 0.16885540 bohr^-2
  tabulated d = 0.44463454 (dimensionless)
  norm N = 0.187735 bohr^-3/2
  correct bare coefficient d*N = 0.083474 bohr^-3/2
  slip, as weight of normalized primitive d/N = 2.368410 a.u.
tight/diffuse norm ratio N1/N3 = 9.5584
correct: self-overlap before renormalizing = 1.0000000 a.u.
  T = 0.760032 hartree, V = -1.226614 hartree
  E = -0.466582 hartree
  mean radius = 1.2100 bohr
slip: self-overlap before renormalizing = 10.7420633 a.u.
  T = 0.396596 hartree, V = -0.876220 hartree
  E = -0.479623 hartree
  mean radius = 1.5770 bohr
mirror slip: self-overlap before renormalizing = 0.2922799 a.u.
  T = 2.143183 hartree, V = -2.014095 hartree
  E = 0.129088 hartree
  mean radius = 0.7515 bohr
E(slip) - E(correct) = -0.013041 hartree
  the same change = -0.3549 eV
slip without division by self-overlap = -5.1521 a.u.
correct: best Slater zeta = 1.2400 bohr^-1
  overlap with that Slater function = 0.999835
  best scale factor eta = 0.8069
  energy at best scale = -0.494907 hartree
slip: best Slater zeta = 0.9580 bohr^-1
  overlap with that Slater function = 0.995730
  best scale factor eta = 1.1047
  energy at best scale = -0.483969 hartree
```
